# Conductivity of a convex wire with diffuse walls from chord lengths

## Result

A long straight wire has a convex cross section of area \(A\) and perimeter \(P\). Its metal has bulk conductivity \(\sigma_0\) and bulk mean free path \(\lambda\), and its walls scatter diffusely. The axial conductivity \(\sigma\), averaged over the section, is

\[
\frac{\sigma}{\sigma_0}=1-\frac{\lambda}{L}\left[1-\left\langle e^{-\ell/\lambda}\right\rangle\right],\qquad L=\langle \ell\rangle=\frac{16A}{3P}. \tag{1}
\]

Here \(\ell\) is the length of a straight chord from wall to wall in three dimensions. If \(\theta\) is its angle to the wire axis and \(c\) its projection on the cross section, \(\ell=c/\sin\theta\). The average is

\[
\langle F\rangle=\frac1P\int_0^{\pi}\!d\varphi\int\! dp\;\frac{8}{\pi}\int_0^{\pi}\!d\theta\,\sin^2\theta\cos^2\theta\;F . \tag{2}
\]

The in-plane angle \(\varphi\) gives the direction of the projected line, and \(p\) is its signed distance from a fixed origin. The \(p\) integral covers the lines that meet the section. The average of exponentials is thus one ingredient of the conductivity, and its weight is part of the result.

The model assumes a spherical Fermi surface, a constant isotropic \(\lambda\), and a weak, static, uniform field along the axis. There is no magnetic field, and the electrons are treated semiclassically.

## Transport equation and wall condition

Let the axis be \(z\), the electron charge \(-e\) and the field \(E\hat z\). Write the distribution as \(f_0(\varepsilon)+f_1\). To first order in \(E\), with relaxation time \(\tau\),

\[
\mathbf v\cdot\nabla f_1-\frac{eE}{\hbar}\frac{\partial f_0}{\partial k_z}=-\frac{f_1}{\tau}.
\]

Since \(\partial f_0/\partial k_z=\hbar v_z f_0'\), this becomes

\[
\mathbf v\cdot\nabla f_1+\frac{f_1}{\tau}=eEv_zf_0'.
\]

Far from walls the gradient vanishes and \(f_1=eE\tau v_zf_0'\). Define \(g\) as the ratio of \(f_1\) to this bulk value. The bulk value does not depend on position, so dividing by it, multiplying by \(\tau\) and using \(\lambda=v_F\tau\) gives

\[
\lambda\,\hat{\mathbf v}\cdot\nabla g+g=1. \tag{3}
\]

A diffuse wall re-emits electrons elastically, with a deviation \(C\) that does not depend on the outgoing direction. With outward normal \(\mathbf n\), particle conservation at each energy requires

\[
C\int_{\mathbf v\cdot\mathbf n<0}|\mathbf v\cdot\mathbf n|\,d\Omega
=\int_{\mathbf v\cdot\mathbf n>0}(\mathbf v\cdot\mathbf n)\,f_1\,d\Omega .
\]

Try \(C=0\). Then \(g\) starts from zero at the wall, and by (3) it depends on the path length alone, which is unchanged by \(v_z\to-v_z\). Hence \(f_1\propto v_zg\) is odd in \(v_z\). The normal is perpendicular to the axis, so \(\mathbf v\cdot\mathbf n\) does not contain \(v_z\), and the right-hand side vanishes. The choice \(C=0\) is consistent.

It is also unique among solutions uniform along \(z\). The difference \(h\) of two solutions obeys \(\mathbf v\cdot\nabla h+h/\tau=0\). Multiply by \(h\) and integrate over the section and over directions:

\[
\frac1\tau\int h^2\,d^2r\,d\Omega+\frac12\oint dl\int(\mathbf v\cdot\mathbf n)\,h^2\,d\Omega=0 .
\]

At each wall point the outgoing \(h\) equals the flux-weighted mean of the incoming \(h\). The square of a mean does not exceed the mean of the square, so the wall term is non-negative. Both terms must vanish, and \(h=0\).

Physically, a diffuse wall removes the axial drift without removing electrons. Now follow a trajectory a distance \(s\) from its last wall. Equation (3) reads \(\lambda\,dg/ds+g=1\), or \(d(ge^{s/\lambda})/ds=e^{s/\lambda}/\lambda\). With \(g(0)=0\),

\[
g=1-e^{-s/\lambda}. \tag{4}
\]

## Current in the wire

The current density is

\[
j_z=-e\,\frac{2}{(2\pi)^3}\int v_zf_1\,d^3k
=e^2E\tau\,\frac{2}{(2\pi)^3}\int v_z^2(-f_0')\,g\,d^3k .
\]

For a degenerate metal \(-f_0'\) restricts the integral to the Fermi sphere, where \(v_z^2=v_F^2\cos^2\theta\). The case \(g=1\) defines \(\sigma_0\), and \(\int\cos^2\theta\,d\Omega=4\pi/3\). Therefore

\[
\frac{j_z}{\sigma_0E}=\frac{3}{4\pi}\int\cos^2\theta\;g\,d\Omega .
\]

Inserting (4) and averaging over the section gives

\[
\frac{\sigma}{\sigma_0}=1-\frac{3}{4\pi A}\int d^2r\int d\Omega\,\cos^2\theta\,e^{-s/\lambda}. \tag{5}
\]

In (5), \(s\) is the distance from an interior point back to the wall. It is not the full chord \(\ell\). The two are connected by integrating over the points that share a chord.

## From interior points to chords

Fix \(\varphi\) and define \(\mathbf u=(\cos\varphi,\sin\varphi)\) and \(\mathbf m=(-\sin\varphi,\cos\varphi)\). Each interior point lies on one line parallel to \(\mathbf u\), at offset \(p\) along \(\mathbf m\). Let \(t\) be its in-plane distance from the point where the line enters the section. Then \(d^2r=dp\,dt\), \(0<t<c(p,\varphi)\) and \(s=t/\sin\theta\). The integral along the line is

\[
\int_0^c e^{-t/(\lambda\sin\theta)}dt
=\lambda\sin\theta\left[1-e^{-c/(\lambda\sin\theta)}\right].
\]

One factor \(\sin\theta\) comes from this integral and another from \(d\Omega=\sin\theta\,d\theta\,d\varphi\). Reversing \(\mathbf u\) gives the same set of lines, so the full turn in \(\varphi\) is twice the half turn:

\[
\frac{\sigma}{\sigma_0}=1-\frac{3\lambda}{4\pi A}\,2\int_0^\pi d\varphi\int dp\int_0^\pi d\theta\,\sin^2\theta\cos^2\theta\left[1-e^{-\ell/\lambda}\right]. \tag{6}
\]

Two integrals normalize the weight. The first is the measure of lines. The projection of a convex boundary on \(\mathbf m\) covers the width \(w(\varphi)\) twice, so \(w=\frac12\oint|\mathbf m\cdot d\mathbf l|\). For a boundary element of length \(dl\), the integral of \(|\mathbf m\cdot d\mathbf l|\) over a half turn is \(dl\int_0^\pi|\sin x|\,dx=2\,dl\). Hence

\[
\int_0^\pi d\varphi\int dp=\int_0^\pi w\,d\varphi=P .
\]

The second is \(\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta=\frac14\int_0^\pi\sin^2 2\theta\,d\theta=\pi/8\). Average (2) therefore has unit total weight, and the prefactor in (6) becomes

\[
\frac{3\lambda}{4\pi A}\times2\times P\times\frac{\pi}{8}=\frac{3P\lambda}{16A}.
\]

It remains to identify this with \(\lambda/L\). At fixed \(\varphi\) the chords sweep the whole section, \(\int c\,dp=A\), so the mean of \(c\) is \(\pi A/P\). The mean of \(1/\sin\theta\) is

\[
\frac8\pi\int_0^\pi\sin\theta\cos^2\theta\,d\theta=\frac8\pi\cdot\frac23=\frac{16}{3\pi}.
\]

Their product is \(L=16A/(3P)\), which proves (1).

Convexity ensures that a line has a single interior segment. For a non-convex section the derivation still holds if each interior segment is counted as a separate chord: the segments still sweep the area, and \(\frac12\oint|\mathbf m\cdot d\mathbf l|\) then counts the segments. The polygon routine below, however, requires convexity.

## Evaluation

The \(\theta\) integral is common to all shapes. Define

\[
K(q)=\frac{16}{\pi}\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,e^{-q/\sin\theta}\,d\theta,
\qquad
\left\langle e^{-\ell/\lambda}\right\rangle=\frac1P\int_0^\pi d\varphi\int dp\,K(c/\lambda).
\]

For a circle of diameter \(d\), put \(p=(d/2)\sin\psi\), so that \(c=d\cos\psi\) and \(dp=(d/2)\cos\psi\,d\psi\). The \(\varphi\) integral gives \(\pi\), and \(P=\pi d\):

\[
\left\langle e^{-\ell/\lambda}\right\rangle_{\rm circle}
=\frac12\int_{-\pi/2}^{\pi/2}\cos\psi\,K\!\left(\frac d\lambda\cos\psi\right)d\psi .
\]

Describe a convex polygon by outward edge normals \(\mathbf n_i\) and offsets \(b_i\), with interior \(\mathbf n_i\cdot\mathbf r<b_i\). On the line \(\mathbf r=p\mathbf m+x\mathbf u\), each edge bounds \(x\) by \(x_i=(b_i-p\,\mathbf n_i\cdot\mathbf m)/(\mathbf n_i\cdot\mathbf u)\). It is an upper bound if \(\mathbf n_i\cdot\mathbf u>0\) and a lower bound if \(\mathbf n_i\cdot\mathbf u<0\). Thus

\[
c=\min_{\mathbf n_i\cdot\mathbf u>0}x_i-\max_{\mathbf n_i\cdot\mathbf u<0}x_i .
\]

At fixed \(\varphi\), \(c\) is linear in \(p\) between neighbouring vertex projections. The order of these projections changes when \(\mathbf u\) is parallel to a line joining two vertices. Gauss quadrature should therefore be split at the projections in \(p\) and at those directions in \(\varphi\). The sums of the weights and of weight times \(c\) must reproduce \(P\) and \(\pi A\).

When \(\lambda\gg L\), equation (1) subtracts nearly equal numbers. Writing the leading 1 as \(\langle\ell\rangle/L\) gives an equivalent form:

\[
\frac{\sigma}{\sigma_0}=\frac1L\left\langle\ell\,H(\ell/\lambda)\right\rangle,\qquad
H(x)=1-\frac{1-e^{-x}}{x}. \tag{7}
\]

For small \(x\), use \(H=x/2-x^2/6+\dots\). The function \(H(\ell/\lambda)\) is the mean of \(g\) along one chord, so it lies between 0 and 1, and so does \(\sigma/\sigma_0\).

## A lower bound

The exponential is convex, so its average is at least the exponential of the average, \(\langle e^{-\ell/\lambda}\rangle\ge e^{-L/\lambda}\). Therefore

\[
\frac{\sigma}{\sigma_0}\ge1-\frac\lambda L\left(1-e^{-L/\lambda}\right)>1-\frac\lambda L . \tag{8}
\]

The middle expression needs only \(A\), \(P\) and \(\lambda\). It is a bound, and replacing every chord by the mean chord underestimates the conductivity. The last expression is the linear law for thick wires. It becomes negative when \(\lambda>L\).

## Thin wires

For \(\lambda\) much larger than the section, use \(e^{-x}=1-x+x^2/2+\dots\) in (1). The constant and linear terms cancel against the leading 1, leaving \(\sigma/\sigma_0\simeq\langle\ell^2\rangle/(2\lambda L)\). The angular factor in \(\langle\ell^2\rangle\) is \((8/\pi)\int_0^\pi\cos^2\theta\,d\theta=4\), so

\[
\frac{\sigma}{\sigma_0}\simeq\frac{2\langle c^2\rangle}{\lambda L}
=\frac{3P\langle c^2\rangle}{8A\lambda}. \tag{9}
\]

The next moment, \(\langle\ell^3\rangle\), contains \(\int\cos^2\theta/\sin\theta\,d\theta\), which diverges logarithmically at the axis. The power series therefore cannot be continued term by term. Nearly axial flights have long chords even in a very thin wire.

For a circle,

\[
\langle c^2\rangle=\frac1d\int_{-d/2}^{d/2}4\left(\frac{d^2}{4}-p^2\right)dp=\frac{2d^2}{3},\qquad \frac PA=\frac4d ,
\]

and (9) gives \(\sigma/\sigma_0\simeq d/\lambda\). At \(\lambda=20000\) nm, the full formula divided by this limit is 0.997 for the circle of the example below. This value checks the limit within the semiclassical model only. As \(\lambda/d\) grows, nearly axial flights carry a larger share of the current, and these are the flights most affected by transverse quantization and by the tendency of real surfaces to reflect specularly at grazing incidence.

## Thick wires: smooth walls and corners

When \(\lambda\) is small, only short chords contribute to \(\langle e^{-\ell/\lambda}\rangle\). For a circle let \(q=c/d=\cos\psi\). The two signs of \(\psi\) together give the density \(q/\sqrt{1-q^2}\) on \(0<q<1\), which is approximately \(q\) for short chords. With \(x=\lambda/d\),

\[
\int_0^\infty q\,e^{-q/(x\sin\theta)}dq=x^2\sin^2\theta,\qquad
\langle\sin^2\theta\rangle=\frac8\pi\cdot\frac{\pi}{16}=\frac12 ,
\]

so \(\langle e^{-\ell/\lambda}\rangle\simeq x^2/2\). Since \(L=4d/3\), the prefactor \(\lambda/L\) is \(3x/4\), and

\[
\frac{\sigma}{\sigma_0}\simeq1-\frac{3\lambda}{4d}+\frac{3\lambda^3}{8d^3}. \tag{10}
\]

At \(\lambda/d=0.1\) the formula gives 0.925383 and the series 0.925375.

A polygon has more short chords, because lines can cut off its corners. Consider a corner of interior angle \(\alpha\). A line cuts off a triangle whose other angles are \(\beta\) and \(\gamma=\pi-\alpha-\beta\). If the line is at distance \(y\) from the vertex,

\[
c=y(\cot\beta+\cot\gamma)=y\,\frac{\sin(\beta+\gamma)}{\sin\beta\sin\gamma}=y\,\frac{\sin\alpha}{\sin\beta\sin\gamma}.
\]

The line measure is \(dy\,d\beta\). At fixed \(\beta\), \(dy=(\sin\beta\sin\gamma/\sin\alpha)\,dc\). Using \(2\sin\beta\sin\gamma=\cos(\beta-\gamma)-\cos(\beta+\gamma)\), the measure per unit \(c\) is

\[
G(\alpha)=\frac1{\sin\alpha}\int_0^{\pi-\alpha}\sin\beta\sin\gamma\,d\beta
=\frac12\left[1+(\pi-\alpha)\cot\alpha\right].
\]

This density is constant up to a length \(c_*\) set by the shape, beyond which the cut no longer fits or other pairs of sides contribute. Extending it to all \(c\) causes an error suppressed by \(e^{-c_*/\lambda}\). Since \(\int_0^\infty e^{-c/(\lambda\sin\theta)}dc=\lambda\sin\theta\) and \(\langle\sin\theta\rangle=(8/\pi)(4/15)=32/(15\pi)\),

\[
\left\langle e^{-\ell/\lambda}\right\rangle\simeq\frac{32\lambda}{15\pi P}\sum_iG(\alpha_i).
\]

Multiplication by \(3P\lambda/(16A)\) gives

\[
\frac{\sigma}{\sigma_0}\simeq1-\frac{3P\lambda}{16A}+\frac{2\lambda^2}{5\pi A}\sum_iG(\alpha_i). \tag{11}
\]

For a right angle \(G=1/2\). The corner term is of second order in \(\lambda\), whereas the first correction to the linear law for a circle is of third order.

## Worked example

Take a model metal with \(\lambda=40\) nm and bulk resistivity \(\rho_0=20\) nΩ m. Four wires have the same area, 400 nm²: a circle of diameter 22.57 nm, a square of side 20 nm, a trapezoid with parallel sides 16 and 24 nm and height 20 nm, and a strip of 40 by 10 nm.

For the trapezoid \(P=80.79\) nm, so

\[
L=\frac{16\times400}{3\times80.79}=26.41\ \text{nm},\qquad \frac\lambda L=1.515 .
\]

Its averaged exponential is 0.5659. Equation (1) gives \(\sigma/\sigma_0=1-1.5149\times(1-0.5659)=0.342\), and \(\rho=20/0.3424=58.4\) nΩ m.

| Section | \(P\) (nm) | \(\langle e^{-\ell/\lambda}\rangle\) | \(\sigma/\sigma_0\) | \(\rho\) (nΩ m) |
|---|---|---|---|---|
| circle | 70.90 | 0.510 | 0.348 | 57.4 |
| square | 80.00 | 0.562 | 0.343 | 58.3 |
| trapezoid | 80.79 | 0.566 | 0.342 | 58.4 |
| strip | 100.00 | 0.629 | 0.305 | 65.6 |

The square has 13% more perimeter than the circle, but its conductivity is only 1.4% lower. The larger prefactor \(\lambda/L\) is largely offset by the larger averaged exponential. The strip has 41% more perimeter than the circle and 14% more resistivity. At this size, the resistivity added by the walls is not proportional to perimeter over area. By (1), it depends on the distribution of chord lengths as well as on their mean.

The linear law is negative for all four wires, for example \(-0.51\) for the trapezoid. The bound (8) gives 0.268 there, 22% below the full value. It is safe as a bound but poor as an estimate.

Enlarging the trapezoid at fixed \(\lambda\) shows where the expansions become useful:

| Height (nm) | Formula (1) | Linear law | With corners, (11) |
|---|---|---|---|
| 20 | 0.3424 | −0.5149 | 0.5440 |
| 40 | 0.5161 | 0.2426 | 0.5073 |
| 80 | 0.6922 | 0.6213 | 0.6875 |
| 160 | 0.8274 | 0.8106 | 0.8272 |
| 320 | 0.9095 | 0.9053 | 0.9095 |

Relative to (1), the linear law is 10% low at 80 nm and 2% low at 160 nm. With the corner term the error is below 2% at 40 nm, but at 20 nm the expansion is far too high. Its error changes sign, so (11) is not a bound.

## Range of use

The chosen \(\lambda\) and \(\rho_0\) fix the Fermi wavelength of the model. From \(\sigma_0=ne^2\tau/m\), \(n=k_F^3/(3\pi^2)\) and \(\tau/m=\lambda/(\hbar k_F)\),

\[
\frac1{\rho_0}=\frac{e^2k_F^2\lambda}{3\pi^2\hbar},\qquad
k_F=\sqrt{\frac{3\pi^2\hbar}{e^2\lambda\rho_0}} .
\]

The wavelength \(2\pi/k_F\) is 0.51 nm, about one twentieth of the smallest dimension, 10 nm. This supports treating the transverse motion as continuous here. That approximation becomes poor for sections only a few wavelengths across, where transverse quantization matters. Interference between scattered waves is neglected throughout.

If part of the wall reflection is specular, electrons leave with \(g\ne0\), and their starting value depends on earlier chords. Equation (4) then fails, and (1), which rests on it, no longer applies. Equation (1) also relies on the spherical Fermi surface and the constant \(\lambda\). A direction-dependent \(\lambda\) changes the exponent as well as the angular weight. With a non-spherical Fermi surface, \(A\) and \(P\) need not fix the mean chord, and for a purely axial field the wall condition \(C=0\) can fail if the surface lacks the symmetry \(v_z\to-v_z\). An axial field can then also drive a transverse current, and the transverse field that builds up in the wire to cancel it must be included. Grain boundaries, conducting liners and variation of the section along the wire are also absent, so the resistivities above describe wall and bulk scattering in this model alone.

The numerical output includes a Monte Carlo check, which uses the linear-response relation between conductivity and the time integral of the velocity correlation. For electrons started uniformly, the estimate is \(3\langle\cos\theta_0\,\Delta z\rangle/\lambda\), where \(\theta_0\) is the initial angle and \(\Delta z\) the axial displacement. The first flight ends at a bulk collision or a wall. Later flights contribute zero within sampling error, as expected when each collision erases the axial drift.

## Computed results

```
bulk mean free path: 40.0 nm
bulk resistivity: 20.0 nano-ohm m
implied Fermi wavelength: 0.510 nm
Wires of equal area; ratio = sigma/sigma0
circle: area 400.0 nm^2, perimeter 70.90 nm, mean chord L 30.090 nm
  lam/L 1.3293, <exp(-ell/lam)> 0.5098, ratio 0.3483, resistivity 57.42 nano-ohm m
  Jensen bound 0.2972, linear law -0.3293
square: area 400.0 nm^2, perimeter 80.00 nm, mean chord L 26.667 nm
  lam/L 1.5000, <exp(-ell/lam)> 0.5622, ratio 0.3433, resistivity 58.26 nano-ohm m
  Jensen bound 0.2701, linear law -0.5000
trapezoid: area 400.0 nm^2, perimeter 80.79 nm, mean chord L 26.405 nm
  lam/L 1.5149, <exp(-ell/lam)> 0.5659, ratio 0.3424, resistivity 58.41 nano-ohm m
  Jensen bound 0.2680, linear law -0.5149
strip: area 400.0 nm^2, perimeter 100.00 nm, mean chord L 21.333 nm
  lam/L 1.8750, <exp(-ell/lam)> 0.6292, ratio 0.3048, resistivity 65.63 nano-ohm m
  Jensen bound 0.2250, linear law -0.8750
circle diameter: 22.568 nm
Trapezoid enlarged at fixed mean free path
  height 20 nm: ratio 0.3424, linear law -0.5149, with corners 0.5440
  height 40 nm: ratio 0.5161, linear law 0.2426, with corners 0.5073
  height 80 nm: ratio 0.6922, linear law 0.6213, with corners 0.6875
  height 160 nm: ratio 0.8274, linear law 0.8106, with corners 0.8272
  height 320 nm: ratio 0.9095, linear law 0.9053, with corners 0.9095
trapezoid corner sum: 2.0790
Monte Carlo electrons: 583794
Monte Carlo trapezoid ratio, first flight: 0.3418
Monte Carlo contribution of later flights: 0.0008
largest gap, chord formula vs direct integral: 7.9e-06
transport equation residual: 3.8e-12
thin circle, formula/limit at path 20000 nm: 0.9968
thin trapezoid, formula/limit at path 20000 nm: 0.9968
thick circle, path/diameter 0.1: formula 0.925383, series 0.925375
```
